# Eliminating induced moments: renormalized exchange couplings and the magnon branches that vanish

Take two robust magnetic moments with a weakly magnetic atom between them. The robust moments have fixed size $M$, in Bohr magnetons, and directions given by unit vectors $\mathbf e_1$ and $\mathbf e_2$. The middle atom has no moment of its own. It acquires a moment $\mathbf m$, also in Bohr magnetons, because its neighbours exert an exchange field on it. With a coupling $K>0$ and a local susceptibility $\chi$, the energy is

$$E=-K\,\mathbf m\cdot(\mathbf e_1+\mathbf e_2)+\frac{m^2}{2\chi}.$$

The first term is the gain from aligning $\mathbf m$ with the field, the second the cost of polarizing the atom. Setting the derivative with respect to $\mathbf m$ to zero gives $\mathbf m=\chi K(\mathbf e_1+\mathbf e_2)$. Put back, this makes the first term $-\chi K^2|\mathbf e_1+\mathbf e_2|^2$ and the second half of that with the opposite sign, so

$$E=-\tfrac12\chi K^2|\mathbf e_1+\mathbf e_2|^2=-\chi K^2-\chi K^2\,\mathbf e_1\cdot\mathbf e_2 .$$

The middle atom has disappeared from the description and left a coupling $\chi K^2$ between its neighbours.

Compare this with a model in which the middle moment keeps the length $m_0=2\chi K$ that it has when $\mathbf e_1=\mathbf e_2$, and only turns. If it points along the field, its energy at angle $\theta$ between the robust moments is $-m_0K|\mathbf e_1+\mathbf e_2|=-4\chi K^2\cos(\theta/2)$, up to a constant. The linear moment gives $-2\chi K^2\cos^2(\theta/2)$. Both rise as $\tfrac12\chi K^2\theta^2$ at small angles, but reversing one robust moment costs $4\chi K^2$ in the rigid model and $2\chi K^2$ in the linear one. The two models agree on small rotations and disagree on large ones.

They also disagree on the number of magnons. Each rigid moment contributes one precession mode, so the rigid model has three modes, while the reduced model has two. To see which mode is lost we need the equation of motion.

An electron moment $M\mathbf e$ carries spin angular momentum $-\tfrac{\hbar}{2}M\mathbf e$, for a $g$ factor of 2. The torque on it is $\mathbf e\times\mathbf F$, with $\mathbf F=-\partial E/\partial\mathbf e$, so

$$\hbar\,\dot{\mathbf e}=-\frac{2}{M}\,\mathbf e\times\mathbf F. \tag{1}$$

Let a set of unit vectors $\mathbf u_x$ have the energy $-\tfrac12\sum_{xy}J_{xy}\mathbf u_x\cdot\mathbf u_y$, where each pair is counted in both orders and $J_{xx}=0$. The force is $\mathbf F_x=\sum_yJ_{xy}\mathbf u_y$. Near the ferromagnetic state write $\mathbf u_x\approx(\alpha_x,\beta_x,1)$. To first order,

$$(\mathbf u\times\mathbf F)_{x}^{(1)}=\beta_x\sum_yJ_{xy}-\sum_yJ_{xy}\beta_y,\qquad
(\mathbf u\times\mathbf F)_{x}^{(2)}=\sum_yJ_{xy}\alpha_y-\alpha_x\sum_yJ_{xy},$$

where the upper index labels the two transverse components. Both contain the stiffness matrix

$$L_{xy}=\delta_{xy}\sum_zJ_{xz}-J_{xy}. \tag{2}$$

Thus $\hbar M_x\dot\alpha_x=-2(L\beta)_x$ and $\hbar M_x\dot\beta_x=2(L\alpha)_x$. For $\psi=\alpha+i\beta$ these combine to $\hbar M_x\dot\psi_x=2i(L\psi)_x$. With $\psi\propto e^{i\omega t}$,

$$L\psi=\frac{\hbar\omega}{2}\,\mathcal M\psi, \tag{3}$$

where $\mathcal M$ is the diagonal matrix of moments.

In the rigid three-moment model the coupling between the middle and each end is $j=Km_0$. If the ends move oppositely, the middle stays at rest and $\hbar\omega=2j/M$. If the ends move together with amplitude $a$ and the middle with amplitude $c$, equation (3) reads $\tfrac12\hbar\omega Ma=j(a-c)$ and $\tfrac12\hbar\omega m_0c=-2j(a-c)$. Dividing by the moments and subtracting gives either $a=c$, $\omega=0$, or

$$\hbar\omega=\frac{2j}{M}+\frac{4j}{m_0}.$$

The reduced model has the coupling $\chi K^2=j/2$ between the ends. Its stiffness matrix has the eigenvalues $0$ and $j$, so its modes are $0$ and $2j/M$. The missing mode is the one in which the small moment precesses against its own exchange field. Its energy contains $4j/m_0=4K$, which is set by the exchange field and does not become small when a small $\chi$ makes $m_0$ small. A moment that exists because of the field cannot be given an arbitrary initial direction against that field, so the model of linear following has no such mode.

For any number of atoms, let $i,j$ label robust moments and $a,b$ induced ones. Take

$$E=-\frac12\sum_{ij}J_{ij}\mathbf e_i\cdot\mathbf e_j-\sum_{ia}K_{ia}\mathbf e_i\cdot\mathbf m_a-\frac12\sum_{ab}I_{ab}\mathbf m_a\cdot\mathbf m_b+\sum_a\frac{m_a^2}{2\chi_a}, \tag{4}$$

with $J_{ii}=I_{aa}=0$, symmetric $J$ and $I$, and no spin-orbit coupling. The derivative with respect to $\mathbf m_a$ vanishes when

$$\mathbf m_a=\chi_a\mathbf h_a,\qquad \mathbf h_a=\sum_iK_{ia}\mathbf e_i+\sum_bI_{ab}\mathbf m_b. \tag{5}$$

This is linear following of the local exchange field, which includes the field of other induced moments. With $A_{ab}=\delta_{ab}/\chi_a-I_{ab}$ it becomes $A\mathbf m=K^{T}\mathbf e$, hence $\mathbf m=A^{-1}K^T\mathbf e$. The terms of (4) that contain $\mathbf m$ are $-\mathbf e^TK\mathbf m+\tfrac12\mathbf m^TA\mathbf m$, with a scalar product of vectors understood. At the solution the second is $\tfrac12\mathbf e^TKA^{-1}K^T\mathbf e$ and the first is minus twice that. Therefore

$$E_{\rm eff}=-\frac12\sum_{ij}\tilde J_{ij}\,\mathbf e_i\cdot\mathbf e_j,\qquad \tilde J=J+KA^{-1}K^T. \tag{6}$$

The diagonal elements $\tilde J_{ii}$ multiply $\mathbf e_i\cdot\mathbf e_i=1$. They are constants and do not belong in a list of couplings or in a mean-field sum over neighbours.

The solution is a minimum if $A$ is positive definite. As an eigenvalue of $A$ approaches zero the response $A^{-1}$ diverges, and terms of fourth order in $\mathbf m$ are needed. Once it is negative, the induced atoms polarize without any help from the robust ones. The moments are then no longer induced in the sense used here.

Suppose pair couplings between unit vectors are given in a collinear reference state with all robust moments parallel, for induced atoms too. For an induced atom take the unit vector $\mathbf m_a/m_a$, which points along the robust moments in the reference state even when the moment itself is antiparallel, as (2) requires. In the present model the couplings are then $J_{ia}=K_{ia}m_a$ and $J_{ab}=I_{ab}m_am_b$, where $m_a$ is the reference moment, negative if antiparallel and assumed nonzero. They depend on the reference state through $m_a$, whereas $K$, $I$ and $\chi$ do not. The elimination can be done with them directly. From (2), with $r$ for the robust and $a$ for the induced block,

$$(L_{aa})_{ab}=\delta_{ab}m_a\Big(\sum_iK_{ia}+\sum_cI_{ac}m_c\Big)-I_{ab}m_am_b=m_aA_{ab}m_b. \tag{7}$$

The bracket is the reference field $h_a$, and $m_ah_a=m_a^2/\chi_a$ by (5), which gives the last form. Also $(L_{ra})_{ia}=-K_{ia}m_a$. The factors $m_a$ cancel in

$$L_{ra}L_{aa}^{-1}L_{ar}=KA^{-1}K^T.$$

Define $L_{\rm eff}=L_{rr}-L_{ra}L_{aa}^{-1}L_{ar}$. The diagonal of $L_{rr}$ is $\sum_kJ_{ik}+\sum_aK_{ia}m_a$, and the reference moments obey $\sum_aK_{ia}m_a=\sum_k(KA^{-1}K^T)_{ik}$. Hence

$$(L_{\rm eff})_{ij}=\delta_{ij}\sum_k\tilde J_{ik}-\tilde J_{ij}. \tag{8}$$

The constant $\tilde J_{ii}$ cancels between the two terms. Each row sums to zero, so a common rotation of all robust moments costs nothing. If the induced atoms do not couple to one another, $A^{-1}$ is diagonal with elements $\chi_a=m_a/h_a$, and (6) becomes

$$\tilde J_{ij}=J_{ij}+\sum_a\frac{J_{ia}J_{ja}}{\sum_kJ_{ka}}. \tag{9}$$

No separate value of the susceptibility is needed. For the three atoms of the opening, (9) gives $j^2/(2j)=j/2$, as found there.

Now let the induced moments follow instantaneously. Since $\partial E/\partial\mathbf m_a=0$, the force on a robust moment is the same whether it is taken from (4) or from (6). Equation (1) applied to the robust moments gives

$$L_{\rm eff}\psi=\frac{\hbar\omega}{2}M_r\psi, \tag{10}$$

where $M_r$ is the diagonal matrix of robust moments. There is one branch per robust atom in the cell. The rigid model has one per magnetic atom, robust or induced. For a cell with one robust and two induced atoms, three branches become one.

Equation (10) has the right energy but not the right angular momentum. A moment parallel to its field feels no torque, yet an induced moment that follows a turning field changes its spin. That change needs a torque, so the moment must make a small angle with its field, and the reaction acts on the robust moments. Because the torque is perpendicular to both the moment and the field, the moment does not trail behind the field. It leans off it at right angles to its own motion. Suppose the induced moments obey the same local torque equation as the robust ones for slow transverse motion. This is an assumption about the electrons: spin passes between atoms through the exchange torques of the model and by no other route.

Write $x=\hbar\omega/2$ and let $m$ be the diagonal matrix of induced moments. The induced rows of (3) are $L_{ar}\psi_r+(L_{aa}-xm)\psi_a=0$. Solving for $\psi_a$ and inserting it in the robust rows gives

$$\big[L_{rr}-xM_r-L_{ra}(L_{aa}-xm)^{-1}L_{ar}\big]\psi_r=0. \tag{11}$$

Without approximation this is still the rigid model. The extra roots are there because the inverse has poles in $x$, where the induced moments resonate. Linear following is a statement about frequencies far below those poles, where

$$(L_{aa}-xm)^{-1}=L_{aa}^{-1}+xL_{aa}^{-1}mL_{aa}^{-1}+O(x^2).$$

Keeping the term linear in $x$ leaves

$$L_{\rm eff}\psi=\frac{\hbar\omega}{2}G\psi,\qquad G=M_r+L_{ra}L_{aa}^{-1}mL_{aa}^{-1}L_{ar}. \tag{12}$$

The matrices have the size of the robust block, so for invertible $G$ the number of branches is that of (10). The correction is called retardation below because it is the first order in frequency, not because the induced moments trail in phase. It changes the inertia of the robust moments and restores no branch.

The size of the change follows from rotation invariance. Let $\mathbf 1$ be a column of ones. The induced rows of $L$ sum to zero, $L_{ar}\mathbf 1+L_{aa}\mathbf 1=0$, so $L_{aa}^{-1}L_{ar}\mathbf 1=-\mathbf 1$ and

$$\mathbf 1^TG\mathbf 1=\sum_iM_i+\sum_am_a.$$

In a uniform rotation the robust moments carry the spin of the whole magnet.

The disappearance of the extra branches therefore has a limited meaning. It removes a prediction that the rigid model makes outside the range where induced moments can be treated as slow variables. It does not say what the electrons do at those energies. That question needs the frequency-dependent spin susceptibility, including electron-hole excitations.

A crystal with one robust and one induced atom per cell shows the sizes involved. The geometry is the L1$_0$ structure: robust atoms form square layers stacked directly above each other, and an induced atom sits at the centre of each cell, with eight robust neighbours. The parameters are round model values, not a calculation for a material. Take $M=3$, a direct coupling $J_1=10$ meV between neighbours in a layer, and $J_c=-2$ meV between neighbours in adjacent layers, which by itself favours antiparallel layers. Let $K=15$ meV/$\mu_B$, $I=15$ meV/$\mu_B^2$ between induced neighbours in a layer, and $1/\chi=360$ meV/$\mu_B^2$.

With wavevector components $q_x,q_y,q_z$ in units of the inverse lattice spacings, the Fourier sums are

$$J(\mathbf q)=2J_1(\cos q_x+\cos q_y)+2J_c\cos q_z,$$

$$K(\mathbf q)=8K\cos\tfrac{q_x}2\cos\tfrac{q_y}2\cos\tfrac{q_z}2,\qquad A(\mathbf q)=\tfrac1\chi-2I(\cos q_x+\cos q_y),$$

and $\tilde J(\mathbf q)=J(\mathbf q)+K(\mathbf q)^2/A(\mathbf q)$. At $\mathbf q=0$, $K(0)=120$ meV/$\mu_B$ and $A(0)=360-60=300$ meV/$\mu_B^2$, so the induced moment is $m_0=120/300=0.4\,\mu_B$. This is the smallest value of $A(\mathbf q)$, so the condition for elimination holds.

Transforming $\tilde J(\mathbf q)$ to real space on a $16\times16\times16$ mesh gives 12.86 meV for neighbours in a layer and 0.74 meV for neighbours directly above each other. The second pair shares four induced atoms. Without $I$ they would contribute $4K^2\chi=4\times225/360=2.5$ meV; the coupling among induced atoms raises this to 2.74 meV. Either value reverses the sign of the direct $-2$ meV. Diagonal pairs in adjacent layers, which have no direct coupling, acquire 1.43 meV for a cell vector $(1,0,1)$ and 0.75 meV for $(1,1,1)$. There are four of each in the layer above, so together they matter more than the vertical pair.

Along the layer normal, $\mathbf q=(0,0,q)$, the elimination can be followed by hand. The direct part of $\tilde J(0)-\tilde J(q)$ is $-4(1-\cos q)$ meV. The induced part is $(120^2/300)\sin^2(q/2)=24(1-\cos q)$ meV. Their sum is $20(1-\cos q)$ meV, and instantaneous following gives

$$\hbar\omega=\frac{2}{3}\,20(1-\cos q)\ \text{meV}.$$

Ferromagnetism is stable for the other wavevectors too. Because $A(\mathbf q)\ge A(0)$ and $K(\mathbf q)^2\le K(0)^2\cos^2(q_z/2)$, the difference $\tilde J(0)-\tilde J(\mathbf q)$ is at least $20(1-\cos q_z)+20(2-\cos q_x-\cos q_y)$ meV, which is not negative.

For the retarded branch, $L_{ra}/L_{aa}=-K(\mathbf q)/[m_0A(\mathbf q)]$, so

$$G(\mathbf q)=M+\frac{K(\mathbf q)^2}{m_0A(\mathbf q)^2},$$

which is $3+0.4\cos^2(q/2)$ along the normal. At $q=\pi/2$, $G=3.2$ and $\hbar\omega=40/3.2=12.50$ meV. Instantaneous following gives 13.33 meV, and the lower branch of the rigid model, from its two-by-two form of (3), lies at 12.46 meV. At $q=\pi$ the induced atoms feel no transverse field from the robust ones, because adjacent layers tilt oppositely. Then $G=M$, and all three treatments give 26.67 meV.

The upper rigid branch is far away. At $\mathbf q=0$ the coupling of the two sublattices is $K(0)m_0=48$ meV, so its energy is $2\times48\,(1/3+1/0.4)=272$ meV. At $q=\pi$, where the sublattices decouple, it is $2m_0A(0)=240$ meV. In the reduced model there is nothing at these energies.

The long-wavelength limit shows why the retardation term is needed. For small $q$, $20(1-\cos q)\approx10q^2$ meV. With layer spacing $c$, the stiffness $D$ in $\hbar\omega=Dk^2$, where $q=kc$, is

$$D_{\rm inst}=\frac{20}{3}=6.67,\qquad D_{\rm ret}=\frac{20}{3.4}=5.88\quad\text{meV}\,c^2.$$

The rigid model also gives 5.88 meV$\,c^2$. The instantaneous value is too high by the fraction $m_0/M=13\%$ relative to it. With the direct couplings alone the result would be $-1.33$ meV$\,c^2$: here the induced moments are what holds the layers parallel.

Over the nonzero wavevectors of an $8\times8\times8$ mesh, the largest deviation from the lower rigid branch, as a fraction of that branch's energy, is 12% for instantaneous following and 0.6% with retardation. On finer meshes, which reach smaller wavevectors, these rise to 13%, the long-wavelength value, and 0.7%. These figures measure the expansion in frequency. They do not measure the accuracy of the local torque equation, which the rigid model shares.

An external field $B$ gives an independent reason for the correction. Put $b=\mu_BB$ and add $-b\,\hat{\mathbf z}\cdot(\sum_iM\mathbf e_i+\sum_a\mathbf m_a)$ to the energy. The induced moments now follow $K^T\mathbf e+b\hat{\mathbf z}$, and elimination gives, besides a constant and the exchange energy, $-b(M+m_0)\hat{\mathbf z}\cdot\mathbf e_i$ for each cell. The field acts on the whole moment. If the inertia is $M$ alone, the uniform mode has

$$\hbar\omega=2b\,\frac{M+m_0}{M}.$$

Without spin-orbit coupling the total spin must precess at $\hbar\omega=2b$, whatever the exchange couplings. The field term adds $b(M+m_0)$ to the diagonal of $L_{\rm eff}$, so to first order in $b$ equation (12) gives $\hbar\omega=2b(M+m_0)/G(0)$ for the uniform mode. Since $G(0)=M+m_0$, this is $2b$. In a field of $10^5$ G, $b=0.579$ meV; instantaneous following gives 1.312 meV and the retarded equation 1.158 meV.

Large rotations show the opposite defect, that of the rigid model. Reverse every second layer. The exchange field at each induced atom cancels, so a linear moment vanishes. The induced energy lost is $K(0)^2/[2A(0)]=24$ meV per cell, while the direct interlayer coupling gains 4 meV, so the cost is 20 meV per cell. A rigid moment left in place loses $K(0)m_0=48$ meV, with a net cost of 44 meV per cell. The magnon stiffness does not reveal this difference, but the energy of a state with large angles between neighbours, such as this one, does.

Linear following can itself be examined in a small electronic model. Put two electrons on a row of three sites with hopping 1 eV. Give the end sites exchange fields through the term $-v\,\mathbf e_i\cdot\boldsymbol\sigma$, where $\boldsymbol\sigma$ are the Pauli matrices, and give the middle site none. To first order in $v$ the middle moment is linear in $\mathbf e_1$ and $\mathbf e_2$. Rotation invariance and the equivalence of the ends then allow only a multiple of $\mathbf e_1+\mathbf e_2$. Reversing both fields reverses the moment, so the next correction is of order $v^3$, or $v^2$ relative to the leading term.

In this model the moment of a site is quoted as its spin polarization $\langle\boldsymbol\sigma\rangle$ in $\mu_B$, so that it is positive along $\mathbf e_i$ on the end sites; the magnetic moments proper are all reversed, which leaves their relative signs unchanged. Diagonalization at $v=0.1$ eV gives a middle moment of $-0.0353\,\mu_B$ for parallel ends. It is antiparallel because electrons with spin along the field are drawn to the ends. At $120^\circ$ between the ends the vector sum predicts half this value, and the computed moment is 1.6% smaller in magnitude than that. At half the field the deviation is 0.4%, a quarter as large, as the order of the correction requires. When the ends are opposite, exchanging them and reversing the spins leaves the system unchanged, so the middle moment is zero at any $v$. What is held fixed in this model is the size of the end fields, not of the end moments. For parallel ends there is one electron of each spin, so each end carries $+0.0177\,\mu_B$, half the size of the middle moment, and this value changes with the angle. The model shows linear following of imposed exchange fields; its end sites are not robust moments.

In a real compound the same comparison shows which moments may be eliminated from the energy. The robust directions are constrained at several angles, and the moment on each remaining atom is compared with the vector sum of its exchange fields. An atom whose moment keeps its length when that sum shrinks belongs among the robust ones, and its magnon branch then stays in the model. The comparison is static. Using (12) for the magnons needs in addition that the poles of (11), at $\hbar\omega=2h_a$ for induced atoms that do not couple to one another, lie far from the robust branches in frequency (for an antiparallel induced moment $h_a$, and with it the pole, is negative), and this fails when the exchange field on the atom is weak.
